# Real plane-wave Hamiltonians: inversion, shifted origins and spin-orbit coupling, part 2

When can the plane-wave Hamiltonian of a crystal with an inversion centre be stored as a real matrix? Without spin terms or magnetic field,
\[
H=\frac{p^2}{2m}+V(\mathbf r),\qquad \mathbf p=-i\hbar\nabla ,
\]
with \(V\) real and periodic. Here \(\mathbf G\) is a reciprocal lattice vector, \(\mathbf K=\mathbf k+\mathbf G\), \(\mathbf K'=\mathbf k+\mathbf G'\), and \(\langle\mathbf r|\mathbf K\rangle=\Omega^{-1/2}e^{i\mathbf K\cdot\mathbf r}\), normalised over a primitive cell of volume \(\Omega\). The potential has elements \(V(\mathbf G-\mathbf G')\), where
\[
V(\mathbf r)=\sum_{\mathbf G}V(\mathbf G)\,e^{i\mathbf G\cdot\mathbf r}.
\]

The first (Fourier) derivation: a real \(V\) gives \(V(\mathbf G)^*=V(-\mathbf G)\), and an inversion centre at the origin gives \(V(-\mathbf G)=V(\mathbf G)\), so every \(V(\mathbf G)\) is real. For a centre at \(\mathbf r_0\), the matrix \(D^\dagger HD\) is real, with \(D\) diagonal and \(D_{\mathbf G\mathbf G}=e^{-i\mathbf G\cdot\mathbf r_0}\). This is the phase fix. If \(\mathbf R\) is a lattice vector, \(\mathbf r_0+\mathbf R/2\) is also a centre.

The second (symmetry) derivation uses inversion \(P\), complex conjugation \(K_0\) and the antiunitary product \(\Theta=PK_0\), with \(\Theta^2=+1\). With the origin at the centre, \(\Theta|\mathbf K\rangle=|\mathbf K\rangle\). Whenever \(H\) commutes with \(\Theta\),
\[
\langle\mathbf K|H|\mathbf K'\rangle
=\langle\Theta\mathbf K|H\Theta\mathbf K'\rangle
=\langle\Theta\mathbf K|\Theta H\mathbf K'\rangle
=\langle\mathbf K|H|\mathbf K'\rangle^* ,
\]
so the matrix is real.

The model has the diamond structure: cubic edge \(a=5\) Å, \(\Omega=31.25\) Å\(^3\), equal atoms at \(0\) and \(\boldsymbol\tau=(a/4)(1,1,1)\), and centre \(\mathbf r_0=\boldsymbol\tau/2\). Each atom carries a well \(-U e^{-r^2/w^2}\) with \(U=20\) eV and \(w=1\) Å. Triples for \(\mathbf G\) are in units of \(2\pi/a\). The standard basis has 51 plane waves.

Two earlier tests appear in the numerical output. For a unit eigenvector \(c\), \(|\sum c_{\mathbf G}^2|=1\) only if \(c\) is real up to an overall factor. The loop product \(H_{ab}H_{bc}H_{ca}\) of three waves is unchanged by diagonal phases, so an imaginary part rules out a diagonal phase fix.

### A nonlocal pseudopotential

The second derivation never asked \(V\) to be local. As an explicit check, put a p-type projector \(\beta_j(\mathbf r)=N r_j e^{-r^2/w^2}\), \(j=x,y,z\), with energy \(E_p\) and \(N\) chosen so that \(\int\beta_j^2\,d^3r=1\), on each atom. Since \(r_je^{-i\mathbf K\cdot\mathbf r}=i\,\partial e^{-i\mathbf K\cdot\mathbf r}/\partial K_j\), its Fourier integral is
\[
b_j(\mathbf K)=iN\frac{\partial}{\partial K_j}\Bigl(\pi^{3/2}w^3e^{-w^2K^2/4}\Bigr)=-iK_jf(K),
\]
\[
f(K)=\tfrac12N\pi^{3/2}w^5e^{-w^2K^2/4}.
\]
An atom at \(\boldsymbol\tau\) adds the factor \(e^{-i\mathbf K\cdot\boldsymbol\tau}\). In the product \(b_j(\mathbf K)b_j(\mathbf K')^*\) the factors \(-i\) and \(+i\) multiply to 1, so
\[
\langle\mathbf K|V_{\rm nl}|\mathbf K'\rangle=\frac{E_p}{\Omega}f(K)f(K')\,\mathbf K\cdot\mathbf K'\sum_{\boldsymbol\tau}e^{-i(\mathbf G-\mathbf G')\cdot\boldsymbol\tau}.
\]
For atoms at \(0\) and \(2\mathbf r_0\) the sum is \(e^{-i(\mathbf G-\mathbf G')\cdot\mathbf r_0}\) times \(2\cos[(\mathbf G-\mathbf G')\cdot\mathbf r_0]\), and the same \(D\) removes the phase. With \(E_p=2\) eV and five random \(\mathbf k\), the largest imaginary part of \(H\) falls from 1.64 eV to below \(10^{-14}\) eV.

### Adding spin-orbit coupling

Write the spin-orbit term as
\[
H_{\rm so}=\frac{\alpha}{\hbar}\,\boldsymbol\sigma\cdot(\nabla V\times\mathbf p),\qquad \alpha=\frac{\hbar^2}{4m^2c^2}\ \text{(Pauli term)},
\]
with \(\boldsymbol\sigma\) the Pauli matrices. The gradient has Fourier coefficients \(i\mathbf GV(\mathbf G)\), and \(\mathbf p\) gives \(\hbar\mathbf K'\), so
\[
\langle\mathbf K|H_{\rm so}|\mathbf K'\rangle
=i\alpha V(\mathbf G-\mathbf G')\,\boldsymbol\sigma\cdot[(\mathbf K-\mathbf K')\times\mathbf K']
=i\alpha V(\mathbf G-\mathbf G')\,\boldsymbol\sigma\cdot(\mathbf K\times\mathbf K'),
\]
because \(\mathbf K'\times\mathbf K'=0\). Let the phases be fixed, so that \(V(\mathbf G)\) is real. The matrices \(\sigma_x\) and \(\sigma_z\) are real, so their terms are imaginary. The matrix \(\sigma_y\) is imaginary, so its term is real.

The Pauli value is \(\alpha=3.73\times10^{-6}\) Å\(^2\), which has almost no effect in these shallow wells. The example uses \(\alpha=0.02\) Å\(^2\), a round value chosen to make the effect visible. With the 51 waves and \(\mathbf k=(2\pi/a)(0.3,0.2,0.1)\), the largest imaginary part of \(H_{\rm so}\) is then 0.219 eV, with the phases already fixed. The value depends on the basis, because the element contains \(\mathbf K\times\mathbf K'\); with 229 waves it is 0.41 eV.

### Why the symmetry argument stops

The spin-orbit term has a symmetry of the same kind, but it must reverse the spin:
\[
\Theta_s=P\,i\sigma_y\,K_0 .
\]
Under \(P\) both \(\nabla V\) and \(\mathbf p\) change sign. Under \(i\sigma_yK_0\), \(\mathbf p\) changes sign again and \(\boldsymbol\sigma\to\sigma_y\boldsymbol\sigma^*\sigma_y=-\boldsymbol\sigma\). In total \(\nabla V\) and \(\boldsymbol\sigma\) are reversed and \(\mathbf p\) is not, so \(H_{\rm so}\) is unchanged. Since \(i\sigma_y\) is real and \((i\sigma_y)^2=-1\),
\[
\Theta_s^2=-1 .
\]

The second derivation needed basis vectors with \(\Theta|\chi\rangle=|\chi\rangle\). If \(\Theta_s\chi=\chi\), applying \(\Theta_s\) again gives \(-\chi=\chi\), so \(\chi=0\). No invariant basis vector exists.

The sign has a physical consequence. Antiunitarity gives \(\langle\phi|\chi\rangle=\langle\Theta_s\chi|\Theta_s\phi\rangle\). With \(\phi=\psi\) and \(\chi=\Theta_s\psi\),
\[
\langle\psi|\Theta_s\psi\rangle=\langle\Theta_s^2\psi|\Theta_s\psi\rangle=-\langle\psi|\Theta_s\psi\rangle=0 .
\]
So \(\psi\) and \(\Theta_s\psi\) are orthogonal states with the same energy and the same \(\mathbf k\): every level is at least doubly degenerate. In the 51-wave model the lowest pairs lie at \(-7.497\), \(3.045\), \(5.905\) and \(8.063\) eV; with 229 waves they move down by up to 0.08 eV. With unequal wells of 20 and 12 eV inversion is lost, and the largest splitting among the four lowest pairs is 0.038 eV (0.039 eV with 113 to 331 waves).

### Could another basis still work?

At a single \(\mathbf k\) the answer is yes, trivially: the eigenvectors turn any Hermitian matrix into a real diagonal one. That is useless for building the matrix, since such a basis is computed from the complex matrix at that \(\mathbf k\), which must be built first. The useful question is whether one unitary matrix \(W\), the same for all \(\mathbf k\), can make every \(W^\dagger H(\mathbf k)W\) real.

Use the phase-fixed coefficients. There \(\Theta_s\) acts as \(Jc=Yc^*\), where \(Y\) applies \(i\sigma_y\) to the spin index of each plane wave. It does not depend on \(\mathbf k\), it commutes with every \(H(\mathbf k)\), and \(J^2=-1\).

Suppose \(W\) exists, so that \(H(\mathbf k)=WR(\mathbf k)W^\dagger\) with \(R\) real. Define conjugation in the new basis,
\[
Lc=W(W^\dagger c)^* .
\]
Then \(L^2c=W\bigl[W^\dagger W(W^\dagger c)^*\bigr]^*=WW^\dagger c=c\), so \(L^2=+1\). It commutes with every \(H(\mathbf k)\):
\[
LHc=W(RW^\dagger c)^*=WR(W^\dagger c)^*=HLc .
\]
The product \(JL\) of two antiunitary operations is an ordinary unitary matrix, and it too commutes with every \(H(\mathbf k)\). Now assume that the only matrices with this property are multiples of the identity. Then \(JL=e^{i\varphi}\), hence \(J=e^{i\varphi}L\), and
\[
J^2=e^{i\varphi}Le^{i\varphi}L=e^{i\varphi}e^{-i\varphi}L^2=+1 ,
\]
which contradicts \(J^2=-1\). Under the assumption, \(W\) does not exist.

The assumption can be checked by solving \(H(\mathbf k)X=XH(\mathbf k)\) for the matrix \(X\). For nine plane waves with spin and three general \(\mathbf k\), the space of solutions has dimension 1, the multiples of the identity. In this model, therefore, no fixed basis makes even these three matrices real, and a general theorem for spin-orbit crystals is ruled out. Without spin-orbit coupling the dimension is 4, which is the number of independent \(2\times2\) matrices acting on the spin alone.

### The planar exception

If all \(\mathbf K\) lie in one plane through \(\mathbf K=0\), with unit normal \(\mathbf n\), every \(\mathbf K\times\mathbf K'\) is parallel to \(\mathbf n\), and the spin appears only through \(\sigma_n=\boldsymbol\sigma\cdot\mathbf n\). A rotation \(S\) of the spin axis with \(S^\dagger\sigma_nS=\sigma_y\) turns the spin-orbit element into
\[
i\alpha V(\mathbf G-\mathbf G')\,[\mathbf n\cdot(\mathbf K\times\mathbf K')]\,\sigma_y ,
\]
which is real. The rotation is the same for all \(\mathbf k\) in the plane. There is no conflict with the proof, because \(\sigma_n\) commutes with every \(H(\mathbf k)\) and the assumption fails. For five coplanar waves the space of commuting matrices has dimension 2, and the spin rotation reduces the largest imaginary part from 0.026 eV to rounding error.

It is cheaper, though, to keep \(\sigma_n\) diagonal. For \(N\) waves the matrix then splits into two complex \(N\times N\) blocks with off-diagonal elements \(V[1\pm i\alpha\,\mathbf n\cdot(\mathbf K\times\mathbf K')]\). They are complex conjugates and have the same levels, so one block is enough.

Coplanar waves are not the only way for the assumption to fail. Let \(\mathbf k\) be restricted to a mirror plane of the crystal, such as \(k_x=k_y\) in the model, with a set of \(\mathbf G\) that the mirror maps onto itself. The mirror \(M\), which permutes the waves and applies \(i\sigma_n\) to the spin, commutes with every such \(H(\mathbf k)\) and with \(J\), and \(M^2=-1\). Then \(L=MJ\) is antiunitary with \(L^2=M^2J^2=+1\). For any \(c\) the vectors \(c+Lc\) and \(i(c-Lc)\) are invariant under \(L\), so an invariant basis exists. It is the same for all \(\mathbf k\) in the plane and makes the matrix real, although the \(\mathbf K\) are not coplanar.

### What each derivation assumes

The Fourier derivation assumes a known, real, local potential that is even about the centre. In return it gives each element with its sign, and it has a converse. If all \(V(\mathbf G)\) are real, then \(V(-\mathbf G)=V(\mathbf G)^*=V(\mathbf G)\), and the Fourier series gives \(V(-\mathbf r)=V(\mathbf r)\). A new term in \(H\), such as the p projectors, needs a new calculation.

The symmetry derivation assumes three things: \(H\) commutes with an antiunitary operation, the operation keeps \(\mathbf k\), and the basis vectors are invariant under it. It does not need the form of \(H\), and it does not need inversion and conjugation to be symmetries separately. A spinless electron in a periodic vector potential \(\mathbf A\) shows the difference. The term linear in \(\mathbf A\) has elements
\[
\frac{e\hbar}{2mc}\,\mathbf A(\mathbf G-\mathbf G')\cdot(\mathbf K+\mathbf K').
\]
For an even field, \(\mathbf A(-\mathbf r)=\mathbf A(\mathbf r)\), the coefficients \(\mathbf A(\mathbf G)\) are real by the argument used for \(V\), and so is the matrix. Yet conjugation alone reverses \(\mathbf p\) and the sign of this term, and so does inversion alone. For an odd \(\mathbf A\) the coefficients are imaginary, and the matrix is complex although inversion is a symmetry.

With spin-orbit coupling the two derivations fail at different places. In the first, an explicit factor \(i\) multiplies the real matrices \(\sigma_x\) and \(\sigma_z\). In the second, the symmetry survives but its square is \(-1\), so the invariant basis is missing. The first failure could still be blamed on the choice of spin axis, as the planar case shows. The second, together with the commuting-matrix condition, rules out a repair by any \(\mathbf k\)-independent choice of basis. The final values quoted for 51 or fewer waves are collected in the numerical output; the values for larger bases and the intermediate factors of the hand calculations are not printed, and the statements on the mirror plane and on the vector potential are derived here but not tested by the program.

## Calculated quantities

```
hbar^2/2m = 3.80998 eV A^2
cubic edge = 5.0 A, cell volume = 31.25 A^3
well depth = 20.0 eV, width parameter = 1.0 A
inversion centre, each coordinate = 0.625 A
number of plane waves = 51
G=(1, 1, 1): one-atom coefficient = -1.0903 eV
   G.r0 = 135.0 deg
   V(G), origin on atom = -1.0903 -1.0903 i eV
   V(G) after phase fix = 1.5419 eV
G=(1, 1, -1): one-atom coefficient = -1.0903 eV
   G.r0 = 45.0 deg
   V(G), origin on atom = -1.0903 +1.0903 i eV
   V(G) after phase fix = -1.5419 eV
G=(2, 2, 0): one-atom coefficient = -0.1515 eV
   G.r0 = 180.0 deg
   V(G), origin on atom = -0.3029 -0.0000 i eV
   V(G) after phase fix = 0.3029 eV
k in units of 2 pi/a = [0.3 0.2 0.1]
lowest levels, complex matrix (eV): [-7.4967   3.05134  5.91566  8.08177]
lowest levels, real matrix (eV):    [-7.4967   3.05134  5.91566  8.08177]
lowest level = -1.20110e-11 erg
matrix storage: complex 41616 bytes, real 20808 bytes
|sum c^2| lowest state: raw 0.9301, fixed 1.0000000000
p-projector strength = 2.0 eV; 5 random k, with projectors:
   largest |Im H| before fix = 1.6363 eV
   largest |Im H| after fix = 6.0e-15 eV
   same, centre moved by a1/2 = 6.9e-15 eV
second well in two-species crystal = 12.0 eV
largest |Im loop product|, equal atoms = 9.5e-15 eV^3
largest |Im loop product|, unequal atoms = 0.4192 eV^3
alpha: model = 0.020 A^2, Pauli = 3.7280e-06 A^2
largest |Im H_so| after phase fix = 0.2191 eV
lowest spin-orbit levels (eV): [-7.49701 -7.49701  3.04527  3.04527  5.90543  5.90543  8.06337  8.06337]
largest splitting within pairs, equal atoms = 1.7e-13 eV
largest splitting, 4 lowest pairs, unequal atoms = 3.828e-02 eV
waves in commuting-matrix test = 9, k points = 3
   dimension without spin-orbit = 4, with = 1
   next singular value: without 7.28e-01, with 1.10e-01 eV
planar set: waves = 5, dimension = 2, next singular value = 1.08e-01 eV
   largest |Im H| before spin turn = 0.0262 eV
   largest |Im H| after spin turn = 6.7e-16 eV
```
